**Muffin-tin zero of fcc calcium from superposed neutral atoms**

The program builds the potential from the atomic density n and Coulomb energy v, with Slater exchange V_x evaluated on the summed density. V0(N) is the mean potential outside the touching spheres, within the Wigner–Seitz cell, when the central atom and N neighbour shells are included. The program asserts the atomic virial ratio, the spherical-mean formula against angular quadrature, and the Coulomb part of V0 against a formula using the atomic second moment. It also compares the full V0 with a shifted uniform grid, and asserts the monotonic fall of V0(N), the bounds on its remainder and the tail laws within stated tolerances. For a lattice constant of 10.5 bohr the output gives V0 = −0.3455 Ha (−9.40 eV). Two shells bring the remainder below 10⁻³ Ha, three below 10⁻⁴ Ha and five below 10⁻⁶ Ha, relative to a sum over 15 shells. Averaging over a spherical layer instead of the true interstitial region lowers V0 by 0.020 Ha, a difference that further shells do not remove.

## Check in Python

```python
"""Muffin-tin potential of fcc Ca from superposed neutral atoms (Hartree units).

Result under test: the muffin-tin zero V0(N), the interstitial mean of
V_C + V_x with the central atom and N neighbour shells, falls monotonically
to a limit; the remainder obeys bounds set by the atomic tail, and the Coulomb
limit follows from the atomic second moment.
Symbols: a lattice constant, S touching-sphere radius, n density,
v Coulomb energy of an electron in one neutral atom, p = 4 pi r^2 n, q = r v,
V_x = -(3/2)(3 n/pi)^(1/3) Slater exchange, kappa = sqrt(-2 eps_4s).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_legendre, roots_jacobi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
pi = np.pi
Z = 20
a = 10.5


def slater(n):
    return -1.5 * (3 * np.maximum(n, 0) / pi) ** (1 / 3)


def gauss(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---------- neutral atom on a mapped Gauss-Lobatto grid ----------
order, scale, box = 100, 2.0, 40.0
beta = 2 * scale / box
nodes = np.concatenate(([-1.0], np.sort(roots_jacobi(order - 1, 1, 1)[0]), [1.0]))
leg = eval_legendre(order, nodes)
weights = 2 / (order * (order + 1) * leg**2)
gap = nodes[:, None] - nodes[None, :]
np.fill_diagonal(gap, 1.0)
deriv = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(deriv, 0.0)
deriv[0, 0] = -order * (order + 1) / 4
deriv[-1, -1] = order * (order + 1) / 4
radius = scale * (1 + nodes) / (1 - nodes + beta)
slope_r = scale * (2 + beta) / (1 - nodes + beta) ** 2
stiff = deriv.T @ ((weights / slope_r)[:, None] * deriv)
mass = (weights * slope_r)[1:-1]
ri = radius[1:-1]
stiff_in = stiff[1:-1, 1:-1]
kinetic = 0.5 * stiff_in / np.sqrt(np.outer(mass, mass))
kinetic = (kinetic + kinetic.T) / 2
occupations = {0: [2, 2, 2, 2], 1: [6, 6]}

potential = -(1 + (Z - 1) * np.exp(-1.5 * ri)) / ri
for iteration in range(300):
    p_in = np.zeros_like(ri)
    kinetic_energy = 0.0
    levels = {}
    for l, occ in occupations.items():
        h_kin = kinetic + np.diag(l * (l + 1) / (2 * ri**2))
        energy, vec = eigh(h_kin + np.diag(potential),
                           subset_by_index=[0, len(occ) - 1])
        levels[l] = energy
        for k, number in enumerate(occ):
            p_in += number * vec[:, k] ** 2 / mass
            kinetic_energy += number * vec[:, k] @ h_kin @ vec[:, k]
    q_in = np.linalg.solve(stiff_in, mass * p_in / ri + Z * stiff[1:-1, 0])
    vx_in = slater(p_in / (4 * pi * ri**2))
    new_potential = q_in / ri + vx_in
    residual = np.max(np.abs(ri * (new_potential - potential)))
    if residual < 1e-8:
        break
    potential = potential + 0.3 * (new_potential - potential)
assert residual < 1e-6
eps_4s = levels[0][3]
kappa = np.sqrt(-2 * eps_4s)
electrons = mass @ p_in
second_moment = mass @ (p_in * ri**2)
potential_energy = mass @ (p_in * (-Z / ri + 0.5 * (q_in + Z) / ri + 0.75 * vx_in))
virial = -potential_energy / kinetic_energy
assert abs(electrons - Z) < 1e-8
assert abs(virial - 2) < 1e-5
atom_integral = 4 * pi * mass @ (ri * q_in)
assert abs(atom_integral + 2 * pi / 3 * second_moment) < 1e-5 * abs(atom_integral)

p_nodes = np.concatenate(([0.0], p_in, [0.0]))
q_nodes = np.concatenate(([-float(Z)], q_in, [0.0]))


def interpolate(values, r):
    x = (r * (1 + beta) - scale) / (r + scale)
    c = (1 / leg) / (x[:, None] - nodes)
    return c @ values / c.sum(axis=1)


t_max = 39.9
t = np.linspace(2.0, t_max, 3791)
q_t, p_t = interpolate(q_nodes, t), interpolate(p_nodes, t)
v_spline = CubicSpline(t, q_t / t)
n_spline = CubicSpline(t, p_t / (4 * pi * t**2))
v_primitive = CubicSpline(t, q_t).antiderivative()
n_primitive = CubicSpline(t, p_t / (4 * pi * t)).antiderivative()


def v_atom(d):
    return v_spline(np.minimum(d, t_max))


def n_atom(d):
    return n_spline(np.minimum(d, t_max))


near = t < 14
assert np.all(np.diff(v_atom(t[near])) > 0) and np.all(v_atom(t[near]) < 0)
assert np.all(np.diff(n_atom(t[near])) < 0)

# ---------- lattice shells and cell geometry ----------
grid = np.arange(-6, 7)
ints = np.array(np.meshgrid(grid, grid, grid)).reshape(3, -1).T
square = (ints**2).sum(axis=1)
keep = (ints.sum(axis=1) % 2 == 0) & (square <= 32)
ints, square = ints[keep], square[keep]
shells = [ints[square == m] * a / 2 for m in np.unique(square)]
R = np.array([np.linalg.norm(s[0]) for s in shells])
count = np.array([len(s) for s in shells])
atoms = np.vstack(shells)
S = a * np.sqrt(2) / 4
cell_volume = a**3 / 4
r_ws = (3 * cell_volume / (4 * pi)) ** (1 / 3)
interstitial = cell_volume - 4 * pi * S**3 / 3

# ---------- interstitial quadrature in one of 48 equal wedges ----------
g, wg = gauss(16, 0, 1)
xi, eta, sig = [m.ravel() for m in np.meshgrid(g, g, g, indexing="ij")]
w3 = np.einsum("i,j,k->ijk", wg, wg, wg).ravel()
face = (np.array([1, 1, 0]) + xi[:, None] * np.array([1, -1, 0])
        + ((1 - xi) * eta)[:, None] * np.array([0, 0, 1])) * a / 4
s_low = S / np.linalg.norm(face, axis=1)
s = s_low + (1 - s_low) * sig
points = s[:, None] * face
w_cell = 48 * w3 * (1 - xi) * np.sqrt(2) * (a / 4) ** 2 * S * s**2 * (1 - s_low)
assert abs(w_cell.sum() / interstitial - 1) < 1e-7
w_mean = w_cell / interstitial


def shell_sum(function, shell, where):
    total = np.zeros(len(where))
    for site in shell:
        total += function(np.linalg.norm(where - site, axis=1))
    return total


vc = np.cumsum([shell_sum(v_atom, sh, points) for sh in shells], axis=0)
dens = np.cumsum([shell_sum(n_atom, sh, points) for sh in shells], axis=0)
zero_c = vc @ w_mean
zero_x = slater(dens) @ w_mean
zero = zero_c + zero_x
err_c, err_x = zero_c - zero_c[-1], zero_x - zero_x[-1]
err = err_c + err_x


# ---------- spherical means about the central atom ----------
def neighbour_mean(primitive, distance, r):
    return (primitive(distance + r) - primitive(distance - r)) / (2 * r * distance)


def sphere_means(r, last):
    v = interpolate(q_nodes, r) / r
    n = interpolate(p_nodes, r) / (4 * pi * r**2)
    for k in range(1, last + 1):
        v = v + count[k] * neighbour_mean(v_primitive, R[k], r)
        n = n + count[k] * neighbour_mean(n_primitive, R[k], r)
    return v, n


last = len(shells) - 1
cos_t, w_t = gauss(40, -1, 1)
phi = (np.arange(80) + 0.5) * 2 * pi / 80
ct, ph = [m.ravel() for m in np.meshgrid(cos_t, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
sphere = S * np.column_stack((st * np.cos(ph), st * np.sin(ph), ct))
w_ang = np.repeat(w_t / 2, 80) / 80
for function, primitive in ((v_atom, v_primitive), (n_atom, n_primitive)):
    direct = w_ang @ shell_sum(function, shells[1], sphere)
    formula = count[1] * neighbour_mean(primitive, R[1], S)
    assert abs(direct / formula - 1) < 1e-5
v_edge, n_edge = [x[0] for x in sphere_means(np.array([S]), last)]
mean_of_vx = w_ang @ slater(shell_sum(n_atom, atoms, sphere))
assert slater(n_edge) < mean_of_vx

# Coulomb limit from the second moment and the sphere integral alone
y, wy = gauss(80, 0, 1)
r_in = S * y**2
sphere_integral = 4 * pi * np.sum(wy * 2 * S * y * r_in**2 * sphere_means(r_in, last)[0])
zero_c_moment = (-2 * pi / 3 * second_moment - sphere_integral) / interstitial
assert abs(zero_c_moment - zero_c[-1]) < 1e-6

# ---------- full zero on a shifted uniform grid of a primitive cell ----------
m = 48
f = [((np.arange(m) + shift) / m) - 0.5 for shift in (0.137, 0.411, 0.773)]
frac = np.array(np.meshgrid(*f, indexing="ij")).reshape(3, -1).T
prim = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
uniform = frac @ prim
outside = np.ones(len(uniform), dtype=bool)
for site in np.vstack(shells[:5]):
    outside &= ((uniform - site) ** 2).sum(axis=1) > S**2
uniform = uniform[outside]
zero_uniform = np.mean(shell_sum(v_atom, atoms, uniform)
                       + slater(shell_sum(n_atom, atoms, uniform)))
assert abs(zero_uniform - zero[-1]) < 1e-3

# ---------- monotonic convergence, bounds and tail laws ----------
prefactor = 0.5 * (3 / pi) ** (1 / 3)
bound_c = np.full(len(shells), np.nan)
tangent = np.zeros(len(shells))
for N in range(last):
    missing = dens[-1] - dens[N]
    tangent[N] = prefactor * w_mean @ (dens[N] ** (-2 / 3) * missing)
    assert err_x[N] <= tangent[N] + 1e-12
    if err[N] > 1e-9:
        assert zero_c[N + 1] < zero_c[N] and zero_x[N + 1] < zero_x[N]
        if N >= 3:
            assert abs(tangent[N] / err_x[N] - 1) < 0.05
    if N >= 1:
        bound_c[N] = np.sum(count[N + 1:] * np.abs(v_atom(R[N + 1:] - a / 2)))
        assert err_c[N] <= bound_c[N] + 1e-12

r_shell, w_shell = gauss(20, S, r_ws)
w_shell = w_shell * r_shell**2 * 3 / (r_ws**3 - S**3)
per_atom = [w_shell @ neighbour_mean(n_primitive, R[k], r_shell) for k in (5, 7)]
rate = np.log(per_atom[0] / per_atom[1]) / (R[7] - R[5])
R_mid, r_mid = (R[5] + R[7]) / 2, (S + r_ws) / 2
rate_law = 2 * kappa + 1 / R_mid + 1 / (R_mid - r_mid)
assert abs(rate / rate_law - 1) < 0.05
r_tail = 14.0
tail_ratio = float(v_atom(r_tail) / (-pi * n_atom(r_tail) / kappa**2))
tail_law = 1 / (1 + 1 / (kappa * r_tail))
assert abs(tail_ratio / tail_law - 1) < 0.10

# simpler zero: spherical means between S and the Wigner-Seitz sphere
zero_sphere = []
for N in range(len(shells)):
    v_mean, n_mean = sphere_means(r_shell, N)
    zero_sphere.append(w_shell @ (v_mean + slater(n_mean)))

hole = np.array([[a / 2, 0.0, 0.0]])
near_hole = [int(np.sum(np.abs(np.linalg.norm(sh - hole, axis=1) - a / 2) < 1e-9))
             for sh in shells[:3]]
assert near_hole == [1, 4, 1]
hole_v = np.cumsum([shell_sum(v_atom, sh, hole)[0] for sh in shells])
hole_n = np.cumsum([shell_sum(n_atom, sh, hole)[0] for sh in shells])
hole_total = hole_v + slater(hole_n)

# ---------- printed results ----------
print(f"Lattice constant a = {a:.2f} bohr = {a * BOHR_ANGSTROM:.3f} angstrom")
print(f"Sphere radius S = {S:.4f} bohr; Wigner-Seitz radius = {r_ws:.4f} bohr")
print(f"Cell volume = {cell_volume:.3f} bohr^3; interstitial = {interstitial:.3f} bohr^3")
print(f"Atom: eps_4s = {eps_4s:.5f} Ha; kappa = {kappa:.4f} 1/bohr")
print(f"Atom: virial ratio -V/T = {virial:.7f}; electrons = {electrons:.6f}")
print(f"Atom: sum of r^2 over electrons = {second_moment:.4f} bohr^2")
print(f"Atom: integral of v = {atom_integral:.4f} Ha bohr^3")
print("N, R_N (bohr), atoms, V0_C, V0_x, V0, spherical V0 (Ha)")
for N in range(9):
    print(f"{N:2d} {R[N]:8.4f} {count[N]:3d} {zero_c[N]:10.6f} {zero_x[N]:10.6f}"
          f" {zero[N]:10.6f} {zero_sphere[N]:10.6f}")
print("N, remainders: Coulomb, exchange, tangent bound, Coulomb bound (Ha)")
for N in range(7):
    last_col = f"{bound_c[N]:.3e}" if N else "not used"
    print(f"{N:2d} {err_c[N]:.3e} {err_x[N]:.3e} {tangent[N]:.3e} {last_col}")
for target in (1e-2, 1e-3, 1e-4, 1e-6):
    print(f"Shells for remainder below {target:.0e} Ha: {int(np.argmax(err < target))}")
print(f"Limit V0 = {zero[-1]:.6f} Ha = {zero[-1] * HARTREE_EV:.4f} eV")
print(f"Limit V0_C, wedge quadrature = {zero_c[-1]:.7f} Ha")
print(f"Limit V0_C, second moment = {zero_c_moment:.7f} Ha")
print(f"Sphere integral of mean V_C = {sphere_integral:.4f} Ha bohr^3")
print(f"V0 on shifted uniform grid = {zero_uniform:.5f} Ha ({len(uniform)} points)")
print(f"Spherical minus polyhedral V0 = {zero_sphere[-1] - zero[-1]:.6f} Ha")
print(f"Density decay per atom, shells 5 to 7 = {rate:.4f} 1/bohr; law {rate_law:.4f}")
print(f"v/(-pi n/kappa^2) at {r_tail:.0f} bohr = {tail_ratio:.4f}; law {tail_law:.4f}")
print(f"Nearest atoms of octahedral hole in shells 0, 1, 2: {near_hole}")
print(f"V at hole, N = 1, 2, all: {hole_total[1]:.6f} {hole_total[2]:.6f}"
      f" {hole_total[-1]:.6f} Ha")
print(f"At S: V_x of mean n = {slater(n_edge):.6f} Ha; mean V_x = {mean_of_vx:.6f} Ha")
print("r (bohr), mean V_C, V_x, V - V0 (Ha)")
r_list = np.array([0.5, 1.0, 2.0, 3.0, S])
v_list, n_list = sphere_means(r_list, last)
for r, v, n in zip(r_list, v_list, n_list):
    print(f"{r:7.4f} {v:11.6f} {slater(n):10.6f} {v + slater(n) - zero[-1]:11.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lattice constant a = 10.50 bohr = 5.556 angstrom
Sphere radius S = 3.7123 bohr; Wigner-Seitz radius = 4.1034 bohr
Cell volume = 289.406 bohr^3; interstitial = 75.107 bohr^3
Atom: eps_4s = -0.17188 Ha; kappa = 0.5863 1/bohr
Atom: virial ratio -V/T = 2.0000000; electrons = 20.000000
Atom: sum of r^2 over electrons = 45.9683 bohr^2
Atom: integral of v = -96.2757 Ha bohr^3
N, R_N (bohr), atoms, V0_C, V0_x, V0, spherical V0 (Ha)
 0   0.0000   1  -0.036376  -0.204214  -0.240590  -0.251586
 1   7.4246  12  -0.074657  -0.268310  -0.342967  -0.363978
 2  10.5000   6  -0.075490  -0.269793  -0.345283  -0.365204
 3  12.8598  24  -0.075580  -0.269956  -0.345536  -0.365433
 4  14.8492  12  -0.075583  -0.269961  -0.345544  -0.365441
 5  16.6020  24  -0.075584  -0.269963  -0.345547  -0.365443
 6  18.1865   8  -0.075584  -0.269963  -0.345547  -0.365443
 7  19.6437  48  -0.075584  -0.269963  -0.345547  -0.365443
 8  21.0000   6  -0.075584  -0.269963  -0.345547  -0.365443
N, remainders: Coulomb, exchange, tangent bound, Coulomb bound (Ha)
 0 3.921e-02 6.575e-02 9.060e-02 not used
 1 9.270e-04 1.653e-03 1.674e-03 4.965e-02
 2 9.429e-05 1.699e-04 1.700e-04 7.441e-03
 3 3.972e-06 7.250e-06 7.250e-06 2.973e-04
 4 9.413e-07 1.772e-06 1.772e-06 5.135e-05
 5 5.638e-08 1.001e-07 1.001e-07 3.800e-06
 6 2.903e-08 5.204e-08 5.204e-08 1.840e-06
Shells for remainder below 1e-02 Ha: 1
Shells for remainder below 1e-03 Ha: 2
Shells for remainder below 1e-04 Ha: 3
Shells for remainder below 1e-06 Ha: 5
Limit V0 = -0.345547 Ha = -9.4028 eV
Limit V0_C, wedge quadrature = -0.0755839 Ha
Limit V0_C, second moment = -0.0755839 Ha
Sphere integral of mean V_C = -90.5989 Ha bohr^3
V0 on shifted uniform grid = -0.34555 Ha (28722 points)
Spherical minus polyhedral V0 = -0.019897 Ha
Density decay per atom, shells 5 to 7 = 1.2898 1/bohr; law 1.2982
v/(-pi n/kappa^2) at 14 bohr = 0.9030; law 0.8914
Nearest atoms of octahedral hole in shells 0, 1, 2: [1, 4, 1]
V at hole, N = 1, 2, all: -0.258154 -0.279089 -0.279687 Ha
At S: V_x of mean n = -0.281069 Ha; mean V_x = -0.280921 Ha
r (bohr), mean V_C, V_x, V - V0 (Ha)
 0.5000  -12.081054  -2.102489  -13.837996
 1.0000   -2.772105  -1.276896   -3.703454
 2.0000   -0.449966  -0.478050   -0.582470
 3.0000   -0.147415  -0.304676   -0.106545
 3.7123   -0.090900  -0.281069   -0.026422
ALL CHECKS PASSED
```
